# Do gap nodes rule out s-wave pairing?: verification in Python

```python
"""Gap nodes do not by themselves exclude s-wave pairing.

Result under test: extended-s nodes move with the interaction and are removed
by nonmagnetic scattering above rate = amp*(1-r^2)/(2r); d-wave nodes stay on
the diagonal mirrors and leave zero-energy states at every nonzero rate.
Gap = amp*f(phi), with f_s = r+cos(4 phi), r=1/sqrt(2), f_d=sqrt(2)cos(2 phi).
rate = hbar/(2 tau). Energies are in k_B Tc0 unless a test uses amp=1.
Dressed Matsubara energy w and angle-independent gap shift s describe disorder
in the self-consistent Born approximation. N0 is the normal density of states.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, ellipkm1

R = 1 / np.sqrt(2)


def angle_grid(count):
    return (np.arange(count) + 0.5) * (np.pi / 2) / count


def form_s(phi):
    return R + np.cos(4 * phi)


def form_d(phi):
    return np.sqrt(2) * np.cos(2 * phi)


def dressed(freq, gap, rate, half_band=np.inf):
    """Solve the two disorder equations at positive Matsubara energies."""
    freq = np.atleast_1d(freq).astype(float)[:, None]
    w = freq + rate
    s = rate * gap.mean() / w
    for _ in range(50000):
        root = np.sqrt(w * w + (gap + s) ** 2)
        kernel = 1 / root
        if np.isfinite(half_band):
            kernel = kernel * (2 / np.pi) * np.arctan(half_band / root)
        new_w = freq + rate * w * kernel.mean(axis=1, keepdims=True)
        new_s = rate * ((gap + s) * kernel).mean(axis=1, keepdims=True)
        change = np.max(abs(new_w - w) / (1 + w)) + np.max(abs(new_s - s))
        w, s = new_w, new_s
        if change < 1e-12:
            return w, s
    raise RuntimeError("disorder equations did not converge")


# Node positions from diagonalization of a square-symmetric pairing kernel.
count = 240
phi = (np.arange(count) + 0.5) * 2 * np.pi / count
one = np.ones(count)
c2, c4, c6 = [np.sqrt(2) * np.cos(n * phi) for n in (2, 4, 6)]
print("Isotropic attraction p, r, s node (deg), d node (deg):")
for p in (0.0, 0.5, 1.0, 2.0):
    mix = 0.1 + 0.1 * p
    kernel = (p * np.outer(one, one) + np.outer(one, c4)
              + np.outer(c4, one) + np.outer(c4, c4)
              + 1.5 * np.outer(c2, c2) + 0.2 * np.outer(c6, c6)
              + mix * (np.outer(c2, c6) + np.outer(c6, c2))) / count
    values, vectors = np.linalg.eigh(kernel)
    found = {}
    for index in np.argsort(values)[::-1]:
        vector = vectors[:, index]
        quarter = vector[:count // 4]
        character = quarter @ quarter[::-1] / (quarter @ quarter)
        label = "s" if character > 0.9 else "d" if character < -0.9 else None
        if label and label not in found:
            spline = CubicSpline(np.append(phi, phi[0] + 2 * np.pi),
                                 np.append(vector, vector[0]),
                                 bc_type="periodic")
            roots = spline.roots(extrapolate=False)
            found[label] = np.sort(roots[(roots > 0.02) & (roots < 1.55)])
        if len(found) == 2:
            break
    eigenvalue = (p + 1) / 2 + np.sqrt((p - 1) ** 2 / 4 + 1)
    ratio = 1 / (np.sqrt(2) * (eigenvalue - p))
    if ratio < 1:
        assert len(found["s"]) == 2
        assert abs(found["s"][0] - np.arccos(-ratio) / 4) < 1e-5
        s_node = f"{np.degrees(found['s'][0]):.3f}"
    else:
        assert len(found["s"]) == 0
        s_node = "none"
    assert len(found["d"]) == 1
    assert abs(found["d"][0] - np.pi / 4) < 1e-8
    print(f"  {p:.1f}  {ratio:.4f}  {s_node}  {np.degrees(found['d'][0]):.3f}")

# A d-wave gap on a pocket that does not cross a diagonal has no node.
pocket_phi = np.linspace(0, 2 * np.pi, 2001)
pocket_gap = abs(np.cos(np.pi + 0.6 * np.cos(pocket_phi))
                 - np.cos(0.6 * np.sin(pocket_phi)))
assert pocket_gap.min() > 1
print(f"Pocket at (pi,0), radius 0.6/a: min |cos kx-cos ky| = "
      f"{pocket_gap.min():.4f}")

# Clean zero-temperature amplitudes, tested by low-temperature sums.
grid = angle_grid(300)
fine = angle_grid(4000)
forms = {"s": form_s, "d": form_d}
clean_amp = {}
temperature = 0.02
matsubara = np.pi * temperature * (2 * np.arange(3000) + 1)
for label, form in forms.items():
    f = form(fine)
    assert abs(np.mean(f * f) - 1) < 1e-12
    clean_amp[label] = (np.pi * np.exp(-np.euler_gamma)
                        * np.exp(-np.mean(f * f * np.log(abs(f)))))
    f = form(angle_grid(400))
    term = np.mean(f * f / np.sqrt(matsubara[:, None] ** 2
                                 + (clean_amp[label] * f) ** 2), axis=1)
    total = 2 * np.pi * temperature * np.sum(1 / matsubara - term)
    assert abs(total + np.log(temperature)) < 1e-3
    print(f"Clean amplitude {label}: {clean_amp[label]:.4f} k_B Tc0")


def transition(rate, mean_form):
    def equation(t):
        return (-np.log(t) - (1 - mean_form ** 2)
                * (digamma(0.5 + rate / (2 * np.pi * t)) - digamma(0.5)))
    if equation(1e-8) <= 0:
        return 0.0
    return brentq(equation, 1e-8, 1)


# The transition formula is tested with the nonlinear equations at tiny gap.
test_rate = 0.5
test_tc = transition(test_rate, R)
test_freq = np.pi * test_tc * (2 * np.arange(3000) + 1)
test_f = form_s(angle_grid(64))
tiny = 1e-3
w, s = dressed(test_freq, tiny * test_f, test_rate)
pair = np.mean(test_f * (tiny * test_f + s)
               / np.sqrt(w * w + (tiny * test_f + s) ** 2), axis=1) / tiny
matsubara_sum = 2 * np.pi * test_tc * np.sum(1 / test_freq - pair)
tail = test_rate * (1 - R ** 2) / (2 * np.pi * test_tc * len(test_freq))
assert abs(matsubara_sum + tail + np.log(test_tc)) < 1e-4

# Zero-temperature gap equation, subtracting the clean crystal.
x, weights = np.polynomial.legendre.leggauss(40)
x, weights = (x + 1) / 2, weights / 2
energies = 2 * x / (1 - x)
weights = weights * 2 / (1 - x) ** 2
clean_pair = {}
for label, form in forms.items():
    f = form(fine)
    clean_pair[label] = np.mean(
        f * f / np.sqrt(energies[:, None] ** 2
                        + (clean_amp[label] * f) ** 2), axis=1)


def gap_residual(amp, rate, label):
    f = forms[label](grid)
    w, s = dressed(energies, amp * f, rate)
    gap = amp * f + s
    pair = np.mean(f * gap / np.sqrt(w * w + gap * gap), axis=1) / amp
    return np.sum(weights * (pair - clean_pair[label]))


def amplitude(rate, label):
    if gap_residual(0.05, rate, label) < 0:
        return 0.0
    return brentq(gap_residual, 0.05, clean_amp[label],
                  args=(rate, label), xtol=1e-6)


d_limit = np.pi * np.exp(-np.euler_gamma) / 2
assert abs(gap_residual(1e-3, d_limit, "d")) < 5e-3
print(f"d-wave destruction rate: {d_limit:.4f} k_B Tc0")


def zero_dos_s(amp, rate):
    w, _ = dressed(1e-6, amp * form_s(fine), rate)
    return (w[0, 0] - 1e-6) / rate


def broadening_d(amp, rate):
    peak = np.sqrt(2) * amp

    def equation(log_gamma):
        square = np.exp(2 * log_gamma)
        total = square + peak ** 2
        return rate * 2 / np.pi * ellipkm1(square / total) / np.sqrt(total) - 1
    return np.exp(brentq(equation, -60, np.log(rate)))


threshold = (1 - R ** 2) / (2 * R)
below = zero_dos_s(1, 0.95 * threshold)
above = zero_dos_s(1, 1.05 * threshold)
assert below > 0.02 and above < 1e-4
print(f"s threshold rate/amplitude: {threshold:.5f}")
print(f"N(0)/N0 at 0.95 and 1.05 threshold: {below:.4f}, {above:.1e}")
w, s = dressed(1e-9, form_d(fine), 0.6)
assert abs(w[0, 0] - broadening_d(1, 0.6)) < 1e-4
assert abs(s[0, 0]) < 1e-9
weak_rate = 0.2
asymptote = 4 * np.sqrt(2) * np.exp(-np.pi * np.sqrt(2) / (2 * weak_rate))
assert abs(broadening_d(1, weak_rate) / asymptote - 1) < 0.01


def spectral_edge(amp, rate, half_band=np.inf):
    """Maximum real energy below which the extended-s state is gapped."""
    theta = (np.arange(2000) + 0.5) * 2 * np.pi / 2000
    profile = amp * (1 + np.cos(theta))

    def energy(q):
        def averages(minimum):
            gap = minimum + profile
            root = np.sqrt(gap ** 2 - (q * minimum) ** 2)
            kernel = (2 / np.pi) * np.arctan(half_band / root) / root
            return np.mean(gap * kernel), np.mean(kernel)

        def equation(minimum):
            return rate * averages(minimum)[0] - minimum - amp * (1 - R)
        high = rate / np.sqrt(1 - q * q) - amp * (1 - R) + 1e-6
        minimum = brentq(equation, 1e-9, high)
        return q * minimum * (1 - rate * averages(minimum)[1])
    best = minimize_scalar(lambda q: -energy(q), bounds=(1e-4, 0.9999),
                           method="bounded")
    return -best.fun


# Independent disorder test: diagonalize a Hermitian random scattering matrix.
rng = np.random.default_rng(17)
size, half_band, matrix_rate, probe = 1200, 12.0, 2.0, 0.2
xi = -half_band + (np.arange(size) + 0.5) * 2 * half_band / size
golden = (np.sqrt(5) - 1) / 2
matrix_phi = np.pi / 2 * np.mod(np.arange(size) * golden, 1)
density = size / (2 * half_band)
print(f"Random matrix: {size} states, rate/amplitude {matrix_rate:.1f}, "
      f"half-band/amplitude {half_band:.0f}")
for label, form in forms.items():
    raw = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    scatter = (raw + raw.conj().T) / 2
    matrix = scatter * np.sqrt(matrix_rate / (np.pi * density))
    matrix[np.diag_indices(size)] += xi + 1j * form(matrix_phi)
    squares = np.linalg.eigvalsh(matrix.conj().T @ matrix)
    levels = np.sqrt(np.maximum(squares, 0))
    sampled = np.sum(probe / (probe ** 2 + levels ** 2)) / (np.pi * density)
    w, _ = dressed(probe, form(fine), matrix_rate, half_band)
    predicted = (w[0, 0] - probe) / matrix_rate
    # The tolerance covers finite-matrix and finite-angle sampling.
    assert abs(sampled - predicted) < 0.05
    print(f"  {label}: smoothed DOS/N0 matrix {sampled:.3f}, "
          f"theory {predicted:.3f}; lowest level/amplitude {levels[0]:.4f}")
    if label == "s":
        edge = spectral_edge(1, matrix_rate, half_band)
        assert abs(levels[0] - edge) < 0.07
        print(f"  s: predicted gap edge/amplitude {edge:.4f}")
    else:
        assert levels[0] < 0.05

# Locate node lifting with the amplitude determined self-consistently.
lifting_rate = brentq(lambda rate: gap_residual(rate / threshold, rate, "s"),
                      0.1, threshold * clean_amp["s"], xtol=1e-6)
lifting_amp = lifting_rate / threshold
print(f"Self-consistent s lifting rate: {lifting_rate:.4f} k_B Tc0")
print(f"s amplitude at lifting: {lifting_amp:.4f} k_B Tc0")
print("Rates, amplitudes, Tc and edge below are in units of Tc0 (k_B=1).")
for rate in (0.3, 0.6, 0.8, 3.0):
    amp_s, amp_d = amplitude(rate, "s"), amplitude(rate, "d")
    dos_s = zero_dos_s(amp_s, rate)
    edge = spectral_edge(amp_s, rate) if rate > lifting_rate else 0.0
    if rate > lifting_rate:
        assert edge > 0 and dos_s < 1e-3
    else:
        assert dos_s > 1e-3
    tc_s, tc_d = transition(rate, R), transition(rate, 0)
    print(f"rate {rate:.1f}: s amplitude {amp_s:.4f}, Tc {tc_s:.4f}, "
          f"N(0)/N0 {dos_s:.2e}, edge {edge:.4f}")
    if rate < d_limit:
        dos_d = broadening_d(amp_d, rate) / rate
        assert amp_d > 0 and dos_d > 0
        print(f"          d amplitude {amp_d:.4f}, Tc {tc_d:.4f}, "
              f"N(0)/N0 {dos_d:.2e}")
    else:
        assert amp_d == 0 and tc_d == 0
        print("          d: normal metal, no superconducting solution")

example_tc = 20.0
rate_joule = lifting_rate * constants.k * example_tc
rate_mev = rate_joule / constants.e * 1000
lifetime_ps = constants.hbar / (2 * rate_joule) * 1e12
print(f"Chosen clean Tc0: {example_tc:.1f} K")
print(f"s lifting rate: {rate_mev:.4f} meV")
print(f"Scattering time at lifting: {lifetime_ps:.4f} ps")
print("all assertions hold")
```

Output:

```
Isotropic attraction p, r, s node (deg), d node (deg):
  0.0  0.4370  28.978  45.000
  0.5  0.5521  30.878  45.000
  1.0  0.7071  33.750  45.000
  2.0  1.1441  none  45.000
Pocket at (pi,0), radius 0.6/a: min |cos kx-cos ky| = 1.8227
Clean amplitude s: 1.2978 k_B Tc0
Clean amplitude d: 1.5130 k_B Tc0
d-wave destruction rate: 0.8819 k_B Tc0
s threshold rate/amplitude: 0.35355
N(0)/N0 at 0.95 and 1.05 threshold: 0.1967, 3.1e-05
Random matrix: 1200 states, rate/amplitude 2.0, half-band/amplitude 12
  s: smoothed DOS/N0 matrix 0.330, theory 0.328; lowest level/amplitude 0.2577
  s: predicted gap edge/amplitude 0.2501
  d: smoothed DOS/N0 matrix 0.788, theory 0.788; lowest level/amplitude 0.0028
Self-consistent s lifting rate: 0.4003 k_B Tc0
s amplitude at lifting: 1.1323 k_B Tc0
Rates, amplitudes, Tc and edge below are in units of Tc0 (k_B=1).
rate 0.3: s amplitude 1.1757, Tc 0.8851, N(0)/N0 1.87e-01, edge 0.0000
          d amplitude 1.2729, Tc 0.7539, N(0)/N0 1.94e-03
rate 0.6: s amplitude 1.0578, Tc 0.7775, N(0)/N0 4.25e-06, edge 0.0639
          d amplitude 0.9546, Tc 0.4728, N(0)/N0 2.60e-01
rate 0.8: s amplitude 0.9934, Tc 0.7107, N(0)/N0 3.06e-06, edge 0.1213
          d amplitude 0.5631, Tc 0.2278, N(0)/N0 7.71e-01
rate 3.0: s amplitude 0.5672, Tc 0.2897, N(0)/N0 2.83e-06, edge 0.2606
          d: normal metal, no superconducting solution
Chosen clean Tc0: 20.0 K
s lifting rate: 0.6900 meV
Scattering time at lifting: 0.4770 ps
all assertions hold
```
